# Potential above a neutral rock-salt (001) plane of point charges, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal plane

Q: A rock-salt (001) plane contains infinitely many ions, and the potential of each falls only as the inverse distance. How can you speak of the potential above such a plane at all, let alone of how fast it fades?

A: The signs have to be used before the sum is taken. Put the plane at $z=0$ and give the ion at $(md,nd,0)$ the charge $q(-1)^{m+n}$, where $m$ and $n$ run over all integers and $d$ is the nearest-neighbour distance. I take $q>0$, so a cation sits at the origin. The ions are fixed points for now.

Group them into blocks of two by two. One block has $+q$ at $(0,0)$, $-q$ at $(d,0)$, $-q$ at $(0,d)$ and $+q$ at $(d,d)$. Its total charge is zero, and its dipole moment is

$$
q\left[-(d,0)-(0,d)+(d,d)\right]=(0,0).
$$

The first moment that can survive is the quadrupole, so at a large distance $R$ the potential of a block is at most $Cqd^2/(4\pi\varepsilon_0R^3)$, with $C$ a fixed number. The number of blocks at lateral distance about $R$ grows only as $R$, so the sum over blocks converges absolutely.

Q: Does it also tell you what happens far above the plane? I could add a constant to any potential.

A: It does. There is one block per area $4d^2$. At a height $z$ much larger than $d$, the sum over blocks may be estimated by an integral over the lateral distance $\rho$:

$$
|V|\lesssim\frac{q}{4\pi\varepsilon_0}\int_0^\infty\frac{2\pi\rho\,d\rho}{4d^2}\,
\frac{Cd^2}{(\rho^2+z^2)^{3/2}}
=\frac{q}{4\pi\varepsilon_0}\,\frac{\pi C}{2z}.
$$

The last step uses $\int_0^\infty\rho\,d\rho/(\rho^2+z^2)^{3/2}=1/z$. So $V$ tends to zero far from the plane, and the constant is fixed. This is an upper limit, not yet the decay law.

Q: You chose where the blocks begin. Had you begun one column further to the right, would the answer change?

A: Compare the two groupings inside a large square of side $L$. They differ only in columns of ions at two edges. In such a column, neighbouring ions pair into dipoles. Each pair contributes a potential of at most order $qd/(4\pi\varepsilon_0L^2)$ near the centre, and there are about $L/d$ pairs. Together they contribute at most something of order $1/L$, which vanishes as the square grows. Both groupings therefore give the same potential.

This has a useful consequence. Moving the pattern by $d$ along $x$ reverses every charge, so

$$
V(x+d,y,z)=-V(x,y,z),
$$

and likewise along $y$. The potential repeats after $2d$ in each direction.

Q: Suppose I sum on a computer and let the charges fade out smoothly at a large distance, without blocks?

A: That gives the same limit. Let the weight of ion $(m,n)$ be $w(m)w(n)$, with $w$ falling from one to zero over a length of order $L$. A block then has a net charge proportional to $[w(m)-w(m+1)][w(n)-w(n+1)]$, which is of order $(d/L)^2$, and a dipole of order $qd(d/L)$. There are about $(L/d)^2$ such blocks, at distances of order $L$. Their net charges give a total potential of at most order $1/L$. Their dipoles give at most $(L/d)^2\times(d^2/L)/L^2$, again of order $1/L$. Both limits vanish as $L$ grows, and cancellation between blocks can make the actual error much smaller. The Coulomb sums quoted below were taken in this way.

Q: Very well, the potential exists. How do you find its decay without adding up all the ions?

A: I separate it into waves along the plane. Start with one direction. The alternating row of point charges, apart from the factor $q$, is

$$
c(x)=\sum_m(-1)^m\delta(x-md).
$$

It has period $2d$, so it is a sum of waves $e^{i\pi kx/d}$ with integer $k$. One period contains a positive unit at $x=0$ and a negative unit at $x=d$. The coefficient of wave $k$ is therefore

$$
c_k=\frac1{2d}\left(1-e^{-i\pi k}\right)
=\begin{cases}1/d,&k\text{ odd},\\0,&k\text{ even}.\end{cases}
$$

Since $(-1)^{m+n}=(-1)^m(-1)^n$, the surface charge density is the product $q\,c(x)c(y)$:

$$
\sigma(x,y)=\frac q{d^2}\sum_{k,l\ \text{odd}}e^{i\pi(kx+ly)/d}.
$$

Here $k$ and $l$ run over positive and negative odd integers. Each allowed wave has the coefficient $\sigma_{kl}=q/d^2$.

Q: I follow the coefficients, but a wave of charge is not yet a potential.

A: Define the matching coefficient of the potential at height $z$ by averaging over a $2d\times2d$ cell:

$$
\varphi_{kl}(z)=\frac1{4d^2}\int_{\rm cell}V(x,y,z)\,
e^{-i\pi(kx+ly)/d}\,dx\,dy .
$$

Poisson's equation is

$$
\frac{\partial^2V}{\partial x^2}+\frac{\partial^2V}{\partial y^2}
+\frac{\partial^2V}{\partial z^2}=-\frac{\sigma(x,y)}{\varepsilon_0}\delta(z).
$$

Multiply it by $e^{-i\pi(kx+ly)/d}$ and average over the cell. In the $x$ term, integrate by parts twice. The boundary terms cancel because $V$ and the wave both repeat after $2d$, and the two derivatives now acting on the wave give $(-i\pi k/d)^2=-(\pi k/d)^2$. The $y$ term works the same way. The result is

$$
\varphi_{kl}''-G^2\varphi_{kl}=-\frac{\sigma_{kl}}{\varepsilon_0}\delta(z),
\qquad G=\frac\pi d\sqrt{k^2+l^2}.
$$

Away from $z=0$ the right side vanishes, and the solutions are $e^{Gz}$ and $e^{-Gz}$. Above the plane the growing one is excluded, because $V$ tends to zero. The charges are symmetric under $z\to-z$, so $\varphi_{kl}(z)=A_{kl}e^{-G|z|}$.

Q: What fixes $A_{kl}$?

A: Integrate the equation across the plane, from $-\eta$ to $\eta$, and let $\eta$ shrink to zero. The term $G^2\varphi_{kl}$ is finite and drops out. What remains is the jump in slope:

$$
\varphi_{kl}'(0^+)-\varphi_{kl}'(0^-)=-\frac{\sigma_{kl}}{\varepsilon_0}.
$$

The slope is $-GA_{kl}$ just above the plane and $+GA_{kl}$ just below it, so the left side is $-2GA_{kl}$. Hence

$$
A_{kl}=\frac{\sigma_{kl}}{2\varepsilon_0G}=\frac q{2\varepsilon_0d^2G}.
$$

It is convenient to write $s=\sqrt{k^2+l^2}$ and $V_q=q/(4\pi\varepsilon_0d)$. The second quantity is the potential of one ion at a distance $d$. With $G=\pi s/d$,

$$
A_{kl}=\frac q{2\pi\varepsilon_0ds}=\frac{2V_q}{s}.
$$

Q: What about the uniform part, with $k=l=0$? It has no exponential to kill it.

A: Its equation above the plane is $\varphi_{00}''=0$, whose solution is a constant plus a term linear in $z$. For our neutral plane $\sigma_{00}=0$, and the potential vanishes at infinity, so both parts are zero.

A plane holding ions of one sign is different. If its mean charge density is $\sigma_{00}$, the jump condition and mirror symmetry give a slope $-\sigma_{00}/(2\varepsilon_0)$ above the plane. The average field then does not decay. This is the electrostatic difference between one neutral (001) plane and one charged plane of a polar stacking such as rock-salt (111).

Q: So what is the decay law for the neutral plane?

A: Add the four waves with the signs $\pm k$ and $\pm l$. Since $e^{i\theta}+e^{-i\theta}=2\cos\theta$, they give four times a product of cosines. For $z>0$,

$$
V=V_q\sum_{k,l=1,3,5,\ldots}\frac8s
\cos\frac{k\pi x}d\,\cos\frac{l\pi y}d\;e^{-s\pi z/d}.
$$

The smallest value of $s$ belongs to $k=l=1$ and equals $\sqrt2$. Its coefficient is $8/\sqrt2=4\sqrt2$, so far from the plane

$$
V\simeq4\sqrt2\,V_q\cos\frac{\pi x}d\cos\frac{\pi y}d\;
e^{-\sqrt2\,\pi z/d}.
$$

Q: I would have guessed $e^{-\pi z/d}$. The charges alternate with period $2d$ along $x$, and $2\pi/(2d)=\pi/d$.

A: That would be the rate for a wave varying along $x$ but uniform along $y$, with $l=0$. Its coefficient is zero, because moving along $y$ at fixed $x$ meets positive and negative charges equally. The potential must change sign in both directions.

There is also a picture in terms of stripes. Ions with the same $m+n$ have the same sign and lie on a diagonal line. Neighbouring diagonals are $d/\sqrt2$ apart and have opposite signs, so the stripes have period $\sqrt2\,d$ and wave number $2\pi/(\sqrt2d)=\sqrt2\pi/d$. The identity

$$
\cos\frac{\pi x}d\cos\frac{\pi y}d=
\frac12\left[\cos\frac{\pi(x+y)}d+\cos\frac{\pi(x-y)}d\right]
$$

shows that the leading term is the sum of the two diagonal stripe patterns.

Q: Your law gives zero at $x=d/2$. Does a slower or faster term take over there?

A: No term does. For odd $k$, $\cos(k\pi/2)=0$, so every term in the series vanishes. The same follows from symmetry: reflection in the line $x=d/2$ exchanges cations and anions, so the potential on it must equal its own negative. The lines where $x$ or $y$ is a half-integer multiple of $d$ have zero potential at every height, and a decay rate has no meaning on them. The electric field need not vanish there.

Q: Close to such a line your leading term is tiny. Could the neglected terms then dominate it?

A: They could if they did not shrink as well. For odd $k$, set $\theta=\pi/2-u$. Then $|\cos k\theta|=|\sin ku|$ and $|\cos\theta|=|\sin u|$. The addition formula gives

$$
|\sin ku|\le|\sin((k-1)u)|+|\sin u|.
$$

Applying it repeatedly yields $|\sin ku|\le k|\sin u|$, and therefore $|\cos k\theta|\le k|\cos\theta|$. Divide each neglected term by the leading one. The coefficients give $(8/s)/(4\sqrt2)=\sqrt2/s$, and the cosines give at most $kl$. So the relative remainder $r$, defined by $V=V_{\rm lead}(1+r)$, obeys

$$
|r|\le\sum_{(k,l)\ne(1,1)}\frac{\sqrt2\,kl}{s}
e^{-(s-\sqrt2)\pi z/d}.
$$

The next smallest $s$ is $\sqrt{10}$, from $(1,3)$ and $(3,1)$. The bound therefore falls at least as fast as $e^{-(\sqrt{10}-\sqrt2)\pi z/d}$. It does not contain $x$ or $y$, so the law holds uniformly up to the nodal lines. At $z=d$ the bound is 1.15 %, and at $z=2d$ it is 0.0046 %, both relative to the leading term.

Q: Put in some numbers, so that I can see whether "asymptotic" means one ion spacing or a hundred.

A: Take $d=0.20$ nm and charges $\pm e$, rough values for LiH, which has the rock-salt structure. With $e/(4\pi\varepsilon_0)=1.43996$ V nm,

$$
V_q=\frac{1.43996}{0.20}=7.1998\ {\rm V},\qquad
4\sqrt2\,V_q=40.728\ {\rm V}.
$$

The decay rate is $\sqrt2\pi/0.20=22.214$ nm$^{-1}$, and the decay length is its inverse, 0.0450 nm. Rising by one spacing divides the leading term by $e^{\sqrt2\pi}=85.02$. Over a cation at $z=0.20$ nm it is $40.728/85.02=0.479$ V.

| $z$ (nm), over a cation | Coulomb sum (mV) | leading term (mV) |
|---:|---:|---:|
| 0.10 | 4698.1 | 4417.1 |
| 0.20 | 480.84 | 479.05 |
| 0.40 | 5.6346 | 5.6345 |

The leading term is 6 % too small at half a spacing and 0.37 % too small at one spacing, relative to the full sum. It is too small because all products of cosines equal one over a cation, so every omitted term is positive.

Q: You know the rate you want to see. Can it be read from the Coulomb sum without using the cosine series?

A: Take $\ln[V(z)/V(z+d)]$ from the Coulomb sum over the cation. Between $d$ and $2d$ it is 4.446598, between $2d$ and $3d$ it is 4.442898, and between $3d$ and $4d$ it is 4.442883. The predicted value, $\sqrt2\pi$, is 4.442883. The first value is slightly high because the positive higher terms are still dying away there. For this ideal plane, the law is already good at one ion spacing.

## Second half: what changes at a real surface

Q: Before I attack the model, remind me what is on the table.

A: The plane has charges $q(-1)^{m+n}$ at $(md,nd,0)$, with a cation at the origin. The height is $z$, the nearest-neighbour distance is $d$, and $V_q=q/(4\pi\varepsilon_0d)$. Write $g=\sqrt2\pi/d$ for the slowest decay rate. At large $z$ the first half gave

$$
V\simeq4\sqrt2\,V_q\cos\frac{\pi x}d\cos\frac{\pi y}d\;e^{-gz}.
$$

A wave of surface charge with coefficient $\sigma_{kl}$ and wave number $G$ gives the potential coefficient $\sigma_{kl}e^{-G|z|}/(2\varepsilon_0G)$. The example has $d=0.20$ nm, $q=e$, $V_q=7.1998$ V and $g=22.214$ nm$^{-1}$.

Q: A crystal is not one plane. There are countless planes underneath. Do they not slow the decay?

A: They change the amplitude and leave the rate alone. In ideal rock salt, layer $j$ lies at depth $jd$, and its charges are reversed $j$ times relative to the top one. Its leading term is that of the top layer multiplied by $(-1)^je^{-gjd}$. The sum is a geometric series:

$$
\sum_{j=0}^{\infty}(-1)^je^{-gjd}=\frac1{1+e^{-gd}}
=\frac1{1+1/85.02}=0.98837.
$$

The lower layers reduce the leading term by a little over 1 %. The top plane alone is a good model of the outside potential, as long as the ions remain rigid points on their ideal sites.

Q: A hydride ion is hardly a point. Its electron cloud is large. What survives of the law?

A: Outside a spherical charge distribution with a sharp edge, the potential is the same as that of a point. A cloud with a tail has no sharp edge, so some of its charge lies beyond the observer. For a rough estimate, let the two electrons of H$^-$ have the number density

$$
n(r)=\frac2{\pi b^3}e^{-2r/b},\qquad b=0.08\ {\rm nm}.
$$

A shell of radius $t>r$ gives an inner potential proportional to $1/t$, where a point charge at the centre would give $1/r$. The point model therefore overstates the negative potential, and the correction for one ion is positive:

$$
\Delta V=\frac e{4\pi\varepsilon_0}\int_r^\infty4\pi t^2n(t)
\left(\frac1r-\frac1t\right)dt.
$$

With $a=b/2$, integration by parts gives

$$
\int_r^\infty te^{-t/a}dt=(ar+a^2)e^{-r/a},
$$

$$
\int_r^\infty t^2e^{-t/a}dt=(ar^2+2a^2r+2a^3)e^{-r/a}.
$$

Divide the second by $r$ and subtract the first. The terms in $ar$ cancel, leaving $(a^2+2a^3/r)e^{-r/a}$. The prefactor is $4\pi\times2/(\pi b^3)=8/b^3$. Since $a^2=b^2/4$ and $2a^3=b^3/4$,

$$
\Delta V=\frac{2e}{4\pi\varepsilon_0}
\left(\frac1r+\frac1b\right)e^{-2r/b}.
$$

For rigid point ions, the potential above the surface fades at the rate $\sqrt2\pi/d$, and the layers below change only its amplitude. The correction for one hydride ion's electron cloud is now in hand; its size, and the effects of displaced ions, polarization and terrace edges, remain to be examined.
